# Stray Fields of Stripe Domains in a Uniaxial Ferroelectric Film

A ferroelectric film in a memory capacitor carries bound charge on its faces. Thin non-ferroelectric layers separate these faces from the metal, so the metal cannot cancel the charge completely, and a depolarizing field remains. If the film splits into stripes of alternating polarization, the face charge alternates too, and its field fades with distance from the face. The crystal, however, has one permittivity along the film normal and another in the plane. Which of them sets the strength of the stray field, and how deep does the field reach?

## Setting and assumptions

The film fills $|z|<d/2$, with relative permittivity $\varepsilon_x$ along the modulation direction $x$ and $\varepsilon_z$ along the normal. Nothing depends on $y$, so the third component plays no part. Between each face and a metal lies a layer of thickness $t$ and isotropic permittivity $\varepsilon_s$. Both metals are held at zero potential.

The spontaneous polarization is $\pm P$ along $z$, in stripes of width $w$ (period $2w$). We assume:

1. The response to the field is linear and local, about a fixed spontaneous polarization: $D_x=\varepsilon_0\varepsilon_xE_x$ and $D_z=\varepsilon_0\varepsilon_zE_z\pm P$.
2. The walls are sharp, immobile and parallel to $z$, hence uncharged. There is no free charge inside the film.
3. Trapped charge of density $\sigma_t$ and sign opposite to the bound charge may sit on the faces, following the stripes.

On a positive stripe of the top face, Gauss's law reads $D_z^{\rm out}-D_z^{\rm in}=-\sigma_t$. Moving $P$ to the right-hand side leaves the linear parts of $D_z$, written $D_z$ from here on:

$$D_z^{\rm out}-D_z^{\rm in}=P-\sigma_t\equiv\sigma_0 .$$

The top face thus carries the net charge $\sigma(x)=+\sigma_0$ for $0<x<w$ and $-\sigma_0$ for $w<x<2w$, repeated periodically. The bottom face carries $-\sigma(x)$. Define

$$\gamma=\sqrt{\varepsilon_x/\varepsilon_z},\qquad \varepsilon_g=\sqrt{\varepsilon_x\varepsilon_z},\qquad k_n=\frac{n\pi}{w}.$$

## Lemma 1: the equivalent isotropic film

*With $z'=\gamma z$ inside the film, the film acts on its surroundings as an isotropic film of permittivity $\varepsilon_g$ and thickness $\gamma d$ carrying the same face charge. The field energy is also the same.*

**Proof.** With $\mathbf E=-\nabla\varphi$, Gauss's law inside the film is

$$\varepsilon_x\,\partial_x^2\varphi+\varepsilon_z\,\partial_z^2\varphi=0 .$$

Since $\partial_z=\gamma\,\partial_{z'}$ and $\varepsilon_z\gamma^2=\varepsilon_x$, this becomes $\varepsilon_x(\partial_x^2+\partial_{z'}^2)\varphi=0$, which is Laplace's equation. The normal displacement is

$$D_z=-\varepsilon_0\varepsilon_z\,\partial_z\varphi=-\varepsilon_0\varepsilon_z\gamma\,\partial_{z'}\varphi=-\varepsilon_0\varepsilon_g\,\partial_{z'}\varphi ,$$

because $\varepsilon_z\gamma=\sqrt{\varepsilon_x\varepsilon_z}$. The coordinate $x$ is untouched, so potentials and charges per area match point by point along each face. For the energy, $dz=dz'/\gamma$ gives

$$(\varepsilon_x\varphi_x^2+\varepsilon_z\varphi_z^2)\,dz=\left(\frac{\varepsilon_x}{\gamma}\varphi_x^2+\varepsilon_z\gamma\,\varphi_{z'}^2\right)dz'=\varepsilon_g(\varphi_x^2+\varphi_{z'}^2)\,dz',$$

since $\varepsilon_x/\gamma=\varepsilon_g$ as well. ∎

The outer layers are not stretched. They keep their thickness $t$ and permittivity $\varepsilon_s$.

## Theorem: potential of the stripes

*The potential on the top face is $\sum_{n\ \rm odd}\varphi_n\sin k_nx$, with*

$$\varphi_n=\frac{\sigma_n}{\varepsilon_0k_n\left[\varepsilon_s\coth(k_nt)+\varepsilon_g\coth(k_n\gamma d/2)\right]},\qquad \sigma_n=\frac{4\sigma_0}{n\pi}.$$

*Inside the film, harmonic $n$ varies as $\sinh(k_n\gamma z)$.*

**Proof.** The charge $\sigma(x)$ is odd in $x$, so it is a sine series. Its coefficients are

$$\sigma_n=\frac{2}{w}\int_0^w\sigma_0\sin\frac{n\pi x}{w}\,dx=\frac{2\sigma_0}{n\pi}\left[1-(-1)^n\right],$$

which is $4\sigma_0/(n\pi)$ for odd $n$ and zero for even $n$. The problem is linear, so each harmonic can be treated separately.

Reflection $z\to-z$ reverses the face charges and hence the potential, so $\varphi$ is odd in $z$. For a factor $\sin k_nx$, Laplace's equation in $(x,z')$ requires $\partial_{z'}^2\varphi=k_n^2\varphi$. The odd solution with amplitude $\varphi_n$ at the top face is

$$\varphi=\varphi_n\frac{\sinh(k_n\gamma z)}{\sinh(k_n\gamma d/2)}\sin k_nx .$$

In the layer, at distance $s$ above the face, the solution that vanishes at the metal is

$$\varphi=\varphi_n\frac{\sinh k_n(t-s)}{\sinh k_nt}\sin k_nx .$$

Both equal $\varphi_n\sin k_nx$ at the face, so the potential is continuous. The normal displacements there, leaving out the common factor $\sin k_nx$, are

$$D_z^{\rm out}=+\varepsilon_0\varepsilon_sk_n\varphi_n\coth(k_nt),\qquad D_z^{\rm in}=-\varepsilon_0\varepsilon_gk_n\varphi_n\coth(k_n\gamma d/2).$$

The first is positive because the potential falls towards the metal. The second is negative because the potential rises towards the face from below. Setting the difference equal to $\sigma_n$ gives the result. ∎

## Corollary 1: narrow stripes

*If $k_1\gamma d/2\gg1$, each harmonic sees $\varepsilon_g$ on the film side. Well away from the midplane the fundamental decays as $e^{-s/\delta}$ with depth $s$ below the face, where*

$$\delta=\frac{1}{k_1\gamma}=\frac{w}{\pi}\sqrt{\frac{\varepsilon_z}{\varepsilon_x}} .$$

**Proof.** The identity $\coth u=1+2/(e^{2u}-1)$ shows that the film's coth factor tends to one. Put $z=d/2-s$ and $\kappa=k_1\gamma$. Then

$$\frac{\sinh\kappa(d/2-s)}{\sinh(\kappa d/2)}=\frac{e^{-\kappa s}-e^{-\kappa(d-s)}}{1-e^{-\kappa d}} .$$

The second term in the numerator comes from the far face. It is negligible when $\kappa(d-2s)\gg1$. ∎

The depth is therefore fixed by the stripe width together with the permittivity ratio, not by the ratio alone. Harmonic $n$ reaches $\delta/n$.

The geometric mean has a simple reading. A large $\varepsilon_z$ strengthens the normal displacement for a given field, but it also lets the potential drop over a longer depth, which weakens the field. Per unit potential the displacement is $\varepsilon_0\varepsilon_z/\delta=\varepsilon_0k_1\varepsilon_z\gamma=\varepsilon_0k_1\varepsilon_g$. The two effects together leave the square root of $\varepsilon_z$.

## Corollary 2: wide stripes

*If $k\gamma d/2\ll1$ and $kt\ll1$, the response of a harmonic to its charge tends to*

$$\frac{\varphi}{\sigma}=\frac{1}{\varepsilon_0(\varepsilon_s/t+2\varepsilon_z/d)},$$

*which does not contain $\varepsilon_x$.*

**Proof.** Use $\coth u=1/u+u/3+\dots$. The film term becomes

$$k\varepsilon_g\coth\frac{k\gamma d}{2}=\frac{2\varepsilon_g}{\gamma d}+\frac{k^2\varepsilon_g\gamma d}{6}+\dots=\frac{2\varepsilon_z}{d}+\frac{k^2\varepsilon_xd}{6}+\dots,$$

since $\varepsilon_g/\gamma=\varepsilon_z$ and $\varepsilon_g\gamma=\varepsilon_x$. Likewise $k\varepsilon_s\coth(kt)\to\varepsilon_s/t$. ∎

This is the single-domain result for two parallel paths from the face to zero potential: through the layer, and through half the film to its midplane. The in-plane permittivity first enters at order $k^2$.

For the fundamental, the crossover $k_1\gamma d/2=1$ lies at $w=\pi\gamma d/2$. In much wider stripes the high harmonics still see $\varepsilon_g$. They describe the neighbourhood of each wall, where the charge changes sign abruptly.

## Proposition: electrostatic energy

*Per film area, both faces included, $W=\tfrac12\sum_{n\ \rm odd}\sigma_n\varphi_n$. For a thick film between thick layers,*

$$W=\frac{7\zeta(3)}{\pi^3}\,\frac{\sigma_0^2w}{\varepsilon_0(\varepsilon_s+\varepsilon_g)},\qquad \zeta(3)=\sum_{m=1}^\infty\frac1{m^3}.$$

**Proof.** Integrating the field energy $\tfrac12\int\mathbf E\cdot\mathbf D$ by parts leaves $\tfrac12\int\sigma\varphi$ over the two faces, because $\mathbf D$ has no divergence elsewhere and the metals are at zero potential. Both faces contribute equally, since charge and potential each change sign between them. The average of $\sin^2k_nx$ is $\tfrac12$, so

$$W=2\cdot\frac12\cdot\frac12\sum_{n\ \rm odd}\sigma_n\varphi_n .$$

When both coth factors are one,

$$W=\frac12\sum_{n\ \rm odd}\frac{16\sigma_0^2}{n^2\pi^2}\,\frac{w}{n\pi\varepsilon_0(\varepsilon_s+\varepsilon_g)}=\frac{8\sigma_0^2w}{\pi^3\varepsilon_0(\varepsilon_s+\varepsilon_g)}\sum_{n\ \rm odd}\frac1{n^3}.$$

The even terms of $\zeta(3)$ sum to $\zeta(3)/8$, so the odd ones give $7\zeta(3)/8$. ∎

The numerical coefficient is 0.2714. A direct integration of the logarithmic potential of line charges over the stripes gives the same value. $W$ contains neither the energy of the walls nor the energy of forming the spontaneous polarization.

## Worked example: a hafnia-like film

Take rough values in the regime of a ferroelectric hafnia capacitor: $d=10$ nm, $t=1$ nm, $w=4$ nm, $\varepsilon_x=36$, $\varepsilon_z=25$, $\varepsilon_s=10$ and $P=20$ uC/cm2. Let trapped charge compensate 18 uC/cm2, leaving $\sigma_0=2$ uC/cm2.

**Potential and depth.** Here $\varepsilon_g=\sqrt{36\times25}=30$ and $\gamma=\sqrt{36/25}=1.2$. With $k_1=\pi/(4\ \text{nm})=0.785$ nm$^{-1}$, the film's argument is $k_1\gamma d/2=4.71$, and its coth exceeds one by 0.00016. The stripes are narrow in the sense of Corollary 1. The layer is not thick: $\coth(k_1t)=1.525$. The bracket in the theorem is

$$10\times1.525+30\times1.000=45.25 ,$$

and with $\sigma_1=4\sigma_0/\pi=2.546$ uC/cm2 $=0.02546$ C/m$^2$,

$$\varphi_1=\frac{0.02546}{(8.854\times10^{-12})(7.854\times10^{8})(45.25)}\ \text{V}=0.081\ \text{V}.$$

The decay depth is $\delta=1.273/1.2=1.06$ nm, against 1.27 nm for an isotropic film. A finite-volume solution of the original anisotropic equation gives 80.90 mV, against 80.92 mV from the formula, and the same depth.

These permittivities are close together: putting their arithmetic mean, 30.5, in place of 30 would lower $\varphi_1$ by only 1 %. A case with stronger anisotropy separates the means more clearly. For $\varepsilon_x=10$ and $\varepsilon_z=90$, with all else fixed, the geometric mean is still 30 but the arithmetic mean is 50. Formula and grid both give 73.28 mV and $1/(k_1\gamma)=3.82$ nm for the $\sinh$ profile. Here $k_1\gamma d/2=1.31$, so Corollary 1 does not apply and this length is not a decay depth: the fundamental of the potential falls to $1/e$ at about 2.7 nm, and that of the normal field keeps half its face value at the midplane. Putting 50 in place of 30 in the formula would give about 50 mV.

**Field profile.** Below a stripe centre, the normal field has these magnitudes:

| Depth (nm) | Field (MV/cm) |
|---|---|
| 0 | 0.579 |
| 1 | 0.282 |
| 2 | 0.115 |
| 3 | 0.046 |
| 5 | 0.014 |

The fundamental alone would give $\varphi_1/\delta=0.76$ MV/cm at the face. The third harmonic has the opposite sign at the stripe centre, since $\sin(3\pi/2)=-1$, and lowers the field there. It dies three times faster, so the total field at first falls more slowly than $e^{-s/\delta}$. Between 2 and 3 nm the ratio is 0.40, close to $e^{-1/1.06}=0.39$. At the midplane the two faces contribute equally.

On a wall the field lies in the plane, with magnitude 0.70 MV/cm at a depth of 0.25 nm. At the face itself it diverges logarithmically in this model: $k_n\varphi_n$ falls as $1/n$, and on the wall all terms have the same sign. Spreading the sign change of the net charge over a finite width removes the divergence.

**Energy.** The stripes store 1.09 mJ/m$^2$. The thick-layer formula gives 1.23 mJ/m$^2$; the nearby metal lowers the energy by 11 % of that value. A single domain with the same $\sigma_0$ has, from Corollary 2,

$$\varphi=\frac{0.02}{8.854\times10^{-12}\,(10/10^{-9}+50/10^{-8})}\ \text{V}=0.151\ \text{V},$$

and an energy $\sigma_0\varphi=3.01$ mJ/m$^2$. Its film field, $0.151\ \text{V}/5\ \text{nm}=0.30$ MV/cm, is weaker than the stripe field at the face but fills the whole film.

The saving of 1.92 mJ/m$^2$ must pay for the walls, whose area per film area is $d/w=2.5$. At this fixed $\sigma_0$, stripes of this width have the lower energy if a wall costs less than about 0.8 mJ/m$^2$. Wider stripes raise this threshold only to about 1.1 mJ/m$^2$, so with costlier walls the single domain is lower. The stripes of this example are imposed, not predicted as the equilibrium pattern.

**Which permittivity matters.** The crossover width is 18.8 nm. Doubling $\varepsilon_x$ with all else fixed lowers $\varphi_1$ by 21.5 % for 4 nm stripes, but by 0.10 % for 200 nm stripes.

## Where the model strains

**Breakdown and nonlinearity.** All potentials and fields are proportional to $\sigma_0$. Without trapped charge, the fields at a stripe centre would be ten times larger: 5.8 MV/cm in the film and 8.1 MV/cm in the layer. The first exceeds a rough film breakdown field of 4 MV/cm, so the linear model cannot be used with the full polarization.

With trapped charge, the polarization induced at the face is still 6.2 % of $P$ at a stripe centre and about 7 % at 0.25 nm from a wall, and it opposes $P$. To size the nonlinearity, attribute the whole susceptibility to a double well $U\propto-p^2/2+p^4/4$, where $p$ is the polarization in units of $P$. Its stiffness $3p^2-1$ falls from 2 at $p=1$ to about 1.64 at $p=0.938$, a drop of 18 %. Softening the normal response of the whole film by this amount, with $\varepsilon_x$ unchanged, would lower $\varphi_1$ by 6 %. This overstates the effect, because the field fades with depth and the average response softens less than the stiffness at the end point; with the well's local nonlinear response, $\varphi_1$ falls by about 2 %. The same well switches at $P/[3\sqrt3\,\varepsilon_0(\varepsilon_z-1)]=1.8$ MV/cm, so switching, not breakdown, is the nearer limit of the linear model.

**Tilted axes.** Let the dielectric axes be rotated in the $xz$ plane. For $\varphi\propto e^{ikx+qz}$, Gauss's law becomes

$$\varepsilon_{zz}q^2+2i\varepsilon_{xz}kq-\varepsilon_{xx}k^2=0,$$

whose root decaying into a thick film from its top face is

$$q=\frac{k}{\varepsilon_{zz}}\left(\sqrt{\varepsilon_{xx}\varepsilon_{zz}-\varepsilon_{xz}^2}-i\varepsilon_{xz}\right).$$

The normal displacement is proportional to $\varepsilon_{zz}q+i\varepsilon_{xz}k=k\sqrt{\varepsilon_{xx}\varepsilon_{zz}-\varepsilon_{xz}^2}$. The determinant under the root does not change on rotation, so the face still sees $\varepsilon_g$. The depth becomes $\varepsilon_{zz}/(k\varepsilon_g)$, or 1.18 nm at 30°, which is 11 % more. This holds for a given face charge; a tilt of the polarization would change that charge as well.

**The real device.** The thickness, polarization and permittivities are typical in size for hafnia capacitors, but the permittivity ratio, the 90 % compensation and the regular 4 nm stripes are choices. Real films are polycrystalline, with tilted grains and irregular domains. Real electrodes are not ideal: a screening length of 0.05 nm, with background permittivity 1 in the metal, raises $\varphi_1$ by 7.7 %. Smoothing the net charge at the walls to a tanh profile of width 0.25 nm lowers its first harmonic by about 2 %. This assumes that the trapped charge is smoothed in the same way as the polarization. If only the polarization were smoothed, the loss would be about ten times larger, because $P$ is ten times $\sigma_0$. The trapped charge would then be left uncompensated near each wall, where the normal field at the face reverses and reaches about 3.5 MV/cm at 0.1 nm from the wall, outside the linear regime. The fixed net charge is a weak assumption too. With a rough pyroelectric coefficient of 50 uC/(m$^2$ K), warming by 60 K removes 0.3 uC/cm2 of polarization. If the trapped charge stays put, this lowers $\sigma_0$, and with it every field, by 15 %. Nor need the charge stay put: for a 2 eV barrier, a mass of 0.3 electron masses and $10^{13}$ attempts per second, the bare tunnelling exponential for the layer gives an exchange time of roughly 0.3 ns. This is not a lower bound: the omitted prefactor can shorten it by up to a factor of four. The layer field of this example, 0.81 MV/cm, changes it by only about 8 %; the uncompensated 8.1 MV/cm could shorten it by a factor of about 2.4. Actual traps may also be far slower, so $\sigma_0$ should be regarded as depending on the history of the device.

**The continuum.** The decay depth is about two crystal cells of 0.5 nm, and the third harmonic reaches less than one cell. A local permittivity is then doubtful, and the resulting error has not been sized here. For such a film the potential near 0.08 V and the depth near 1 nm are therefore estimates, and their further digits describe only the model. Wider stripes reach deeper and suit the continuum description better, but the narrow-stripe form holds only while $w$ stays well below $\pi\gamma d/2$. The full list of values is in the numerical output.

## Calculated quantities

```
INPUTS (rough typical values)
film thickness d = 10.0 nm, stripe width w = 4.0 nm
eps_x = 36, eps_z = 25
layer: t = 1.0 nm, eps_s = 10
polarization = 20.0 uC/cm2
trapped charge = 18.0 uC/cm2
net face charge sigma0 = 2.0 uC/cm2
RESULTS
geometric mean eps_g = 30.00, gamma = 1.200
equivalent isotropic thickness gamma*d = 12.00 nm
k_1 = 0.7854 1/nm, k_1*gamma*d/2 = 4.712
coth(k_1 t) = 1.5249
coth(k_1 gamma d/2) = 1.00016
first charge harmonic = 2.546 uC/cm2
first potential harmonic: formula 80.92 mV, grid 80.90 mV
decay depth: formula 1.061 nm, grid 1.061 nm
decay depth if isotropic, w/pi = 1.273 nm
|E_z| below stripe centre at depth 0 nm = 0.5790 MV/cm
|E_z| below stripe centre at depth 1 nm = 0.2818 MV/cm
|E_z| below stripe centre at depth 2 nm = 0.1152 MV/cm
|E_z| below stripe centre at depth 3 nm = 0.0461 MV/cm
|E_z| below stripe centre at depth 5 nm = 0.0137 MV/cm
|E_z| in layer at face, stripe centre = 0.812 MV/cm
|E_x| on wall at depth 0.25 nm = 0.704 MV/cm
stripe energy: formula 1.090 mJ/m2, grid 1.090 mJ/m2
single domain: energy 3.012 mJ/m2, film field 0.301 MV/cm
thick-film energy coefficient = 0.27138
energy, thick film and thick layers = 1.226 mJ/m2
crossover width pi*gamma*d/2 = 18.8 nm
phi_1 change, eps_x doubled, w = 4 nm: -21.5 %
phi_1 change, eps_x doubled, w = 200 nm: -0.10 %
STRONG ANISOTROPY CHECK eps_x = 10, eps_z = 90
phi_1: formula 73.28 mV, grid 73.28 mV
decay depth: formula 3.820 nm, grid 3.820 nm
NEGLECTED EFFECTS (rough inputs)
film breakdown field taken = 4.0 MV/cm
without trapped charge: film 5.79 MV/cm, layer 8.12 MV/cm
induced/spontaneous polarization at face = 6.2 %
double-well stiffness change at face = -17.9 %
phi_1 change if whole film softened so = -6.2 %
metal screening length 0.05 nm: phi_1 change 7.7 %
wall tanh width 0.25 nm: first harmonic -1.7 %
axes tilted 30 deg: depth 1.178 nm, face permittivity 30.00
pyroelectric coefficient taken = 50 uC/(m2 K)
warming by 60 K: polarization loss 0.30 uC/cm2, 15 % of sigma0
tunnelling inputs: 2.0 eV, 0.3 m_e, 1e+13 1/s
layer transmission 3.6e-04, shortest exchange time 2.8e-10 s
decay depth / crystal cell of 0.5 nm = 2.1
```
